# Interband Zener tunnelling through a wide-gap insulator with two-band dispersion

**Question.** A wide-gap insulator lies in a uniform electric field. Consider motion along the field, without transverse momentum, and describe the valence and conduction bands by the Hamiltonian

$$H(k)=\begin{pmatrix}\Delta & \hbar v k\\ \hbar v k & -\Delta\end{pmatrix},\qquad \Delta=\frac{E_g}{2}.$$

Here $E_g$ is the gap, $k$ the wave number, and $v$ a constant velocity. Energies $W$ of this Hamiltonian are measured from midgap. The field strength is $F>0$, the elementary charge is $q>0$, and the $x$ axis points along the force on an electron, so the electron's potential energy is $-qFx$.

Data: $E_g=9$ eV; band-edge mass $m=0.42\,m_0$, with $m_0$ the free-electron mass; $F=10$ MV/cm; $\hbar^2/2m_0=0.0381$ eV nm². The field is the local field inside the insulator.

## Part (a)

**Find the band-edge masses and the decay constant $\kappa$ of a wave whose energy lies in the gap.**

**Answer.** The eigenvalues follow from $\det(H-W)=0$:

$$(\Delta-W)(-\Delta-W)-\hbar^2v^2k^2=0
\quad\Rightarrow\quad W^2=\Delta^2+\hbar^2v^2k^2 .$$

For small $k$ the two roots are

$$W\simeq\pm\left(\Delta+\frac{\hbar^2v^2k^2}{2\Delta}\right).$$

Comparing the second term with $\hbar^2k^2/2m$ gives $m=\Delta/v^2$ for the conduction band. The valence band has the same curvature with opposite sign, so its hole mass is also $m$. This is the sense in which the dispersion is symmetric. It follows that

$$\hbar v=\hbar\sqrt{\frac{\Delta}{m}}=\sqrt{\frac{\hbar^2E_g}{2m}} .$$

In the gap $|W|<\Delta$, so $k^2$ is negative. Put $k=i\kappa$ with $\kappa>0$, which describes a wave decaying as $e^{-\kappa x}$. Then

$$\kappa=\frac{\sqrt{\Delta^2-W^2}}{\hbar v}.$$

Let $E=W+\Delta$ be the energy above the valence edge. Since $\Delta^2-(E-\Delta)^2=E(2\Delta-E)=E(E_g-E)$,

$$\kappa^2=\frac{2m}{\hbar^2}\,\frac{E(E_g-E)}{E_g}.$$

Near the valence edge this becomes $2mE/\hbar^2$, and near the conduction edge $2m(E_g-E)/\hbar^2$. These are the decay laws of two separate parabolic bands. The two-band form joins them smoothly, with the largest decay constant at midgap.

## Part (b)

**Using the semiclassical decay of the wave, derive the exponent $B$ in the tunnelling probability $e^{-B}$ from valence to conduction band, and show that it is about 70 for the data given.**

**Answer.** Choose the origin so that the electron's total energy is zero and equals the local midgap energy at $x=0$. Its energy relative to the local midgap is then

$$W(x)=0-(-qFx)=qFx .$$

The electron is in the valence band for $W<-\Delta$ and in the conduction band for $W>\Delta$. Between them lies a forbidden path of length

$$d=\frac{2\Delta}{qF}=\frac{E_g}{qF}.$$

Along this path the semiclassical amplitude falls by $\exp(-\int\kappa\,dx)$. The probability is the square of the amplitude, which supplies the factor 2 in

$$B=2\int_{-d/2}^{d/2}\kappa(x)\,dx .$$

Substitute $qFx=\Delta\sin t$. Then $dx=(\Delta/qF)\cos t\,dt$ and $\kappa=(\Delta/\hbar v)\cos t$, while $t$ runs from $-\pi/2$ to $\pi/2$:

$$B=\frac{2\Delta^2}{\hbar v\,qF}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt
=\frac{\pi\Delta^2}{\hbar v\,qF}.$$

The integral is $\pi/2$. Inserting $\Delta^2=E_g^2/4$ and $1/(\hbar v)=\sqrt{2m}/(\hbar\sqrt{E_g})$ gives

$$B=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar qF}.$$

For the numbers, $10\ \text{MV/cm}=1\ \text{V/nm}$, so $qF=1$ eV/nm. Also

$$\frac{\sqrt{2m}}{\hbar}=\sqrt{\frac{0.42}{0.0381\ \text{eV nm}^2}}
=3.320\ \text{nm}^{-1}\text{eV}^{-1/2},
\qquad E_g^{3/2}=27\ \text{eV}^{3/2}.$$

Therefore

$$B=\frac{\pi}{4}\times\frac{3.320\times27}{1}=70.4 .$$

The probability factor is $e^{-70.4}\approx3\times10^{-31}$. The exponent of the amplitude is half as large, 35.2.

The geometry shows where the number comes from. The graph of $\kappa(x)$ is half an ellipse of width $d=9$ nm and height $\kappa_{\max}=\Delta/\hbar v=4.98$ nm⁻¹. Its area is $(\pi/4)\kappa_{\max}d$, and twice that area is 70.4.

The mass in this formula is that of each band edge. In terms of the reduced mass of an electron and a hole, $m_r=m/2$, we have $\sqrt{2m}=2\sqrt{m_r}$ and

$$B=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar qF}.$$

Putting $0.42\,m_0$ in place of $m_r$ would make the exponent too large by a factor $\sqrt2$.

## Part (c)

**The semiclassical argument leaves the prefactor open. Solve the scattering problem of the two-band Hamiltonian in an unlimited uniform field and find the transmission probability.**

**Answer.** Replace $k$ by $-i\,d/dx$ and write the two components of the wave as $c$ and $w$. The equation $H\psi=W(x)\psi$ reads

$$\Delta c-i\hbar v\,w'=Wc,\qquad -i\hbar v\,c'-\Delta w=Ww .$$

Define $a=(c+w)/\sqrt2$ and $b=(c-w)/\sqrt2$. The sum and difference of the equations give

$$a'=\frac{i}{\hbar v}(Wa-\Delta b),\qquad
b'=\frac{i}{\hbar v}(\Delta a-Wb).$$

From these, $(|a|^2)'$ and $(|b|^2)'$ are both equal to $(2\Delta/\hbar v)\,\mathrm{Im}(a^*b)$. Hence $|a|^2-|b|^2$ is constant. Multiplied by $v$ it is the particle current, because the velocity operator $\hbar^{-1}dH/dk$ has the eigenvalue $+v$ for the $a$ component and $-v$ for the $b$ component.

Introduce the dimensionless quantities

$$s=x\sqrt{\frac{qF}{\hbar v}},\qquad \delta=\frac{\Delta}{\sqrt{\hbar v\,qF}} .$$

With dots for derivatives with respect to $s$, the equations become

$$\dot a=i(sa-\delta b),\qquad \dot b=i(\delta a-sb).$$

The first gives $\delta b=sa+i\dot a$. Differentiating this, and separately using the second equation, we obtain two expressions for $\delta\dot b$:

$$a+s\dot a+i\ddot a=i\delta^2a-is(sa+i\dot a)=i\delta^2a-is^2a+s\dot a .$$

The terms $s\dot a$ cancel. Multiplication by $-i$ then yields

$$\ddot a+(s^2-\delta^2-i)\,a=0 .$$

At large $|s|$, try $a\simeq e^{is^2/2}s^\nu$. The second derivative is $(-s^2+2i\nu+i)a$ up to terms that vanish as $1/s^2$ relative to $a$. The equation requires $2i\nu=\delta^2$, so $\nu=-i\delta^2/2$. For this solution

$$\delta b=sa+i\left(is+\frac{\nu}{s}\right)a=\frac{\delta^2}{2s}a,$$

which vanishes at large $s$: it is a wave moving towards positive $x$. The other trial form, $e^{-is^2/2}s^\mu$, requires $\mu=-1+i\delta^2/2$. It has $b\simeq2sa/\delta$, so $b$ keeps a finite size while $a$ falls as $1/s$. This wave moves towards negative $x$.

An electron arriving from the valence side leaves only the first wave at $s\to+\infty$:

$$a\simeq e^{is^2/2}s^{-i\delta^2/2},\qquad |a|^2\to1 .$$

To find the incident wave, continue this solution to negative $s$ along a large semicircle $s=re^{i\theta}$, with $\theta$ from 0 to $\pi$. This is allowed because the coefficients of the differential equation are polynomials, so its solutions have no singularities at finite $s$. On the semicircle

$$\left|e^{is^2/2}\right|=e^{-(r^2/2)\sin2\theta}.$$

For $0<\theta<\pi/2$ our wave is the exponentially small one. The large companion is absent at $\theta=0$ and remains absent in this quadrant. For $\pi/2<\theta<\pi$ our wave is the large one. Its coefficient stays fixed, although a small companion may appear; on the negative axis that companion is the reflected wave. At $\theta=\pi$ we have $s=|s|e^{i\pi}$, and therefore

$$s^{-i\delta^2/2}=|s|^{-i\delta^2/2}\,e^{\pi\delta^2/2}.$$

The incident intensity is thus $|a|^2=e^{\pi\delta^2}$ for unit transmitted intensity, and

$$T=e^{-\pi\delta^2}=\exp\left(-\frac{\pi\Delta^2}{\hbar v\,qF}\right).$$

The exponent is the $B$ of part (b), and the prefactor is one. Current conservation gives the reflected intensity $e^{\pi\delta^2}-1$, so reflection and transmission probabilities add to one.

A real film limits the length of the field region. Suppose that the field occupies 12 nm, centred on the forbidden path, and that the same insulator continues with flat bands on both sides. Then $W$ runs from $-6$ to $+6$ eV, which includes the whole gap. Integrating the equations for $a$ and $b$ numerically with a high-order Runge–Kutta method, and separating incident and reflected waves at the end, gives $-\ln T=70.44$ instead of 70.41. In this arrangement the ends change the probability by about 3 per cent. The change oscillates with the length and grows as the ends approach the band edges: it is about 10 per cent for 10 nm and nearly a factor 2 for 9.5 nm. It remains immaterial beside the exponent.

## Part (d)

**Compare $B$ with the exponents obtained from (i) one parabola $\kappa^2=2mE/\hbar^2$ used across the whole gap, and (ii) two parabolas, each used from its own band edge to midgap. Keep $m$, $E_g$ and $F$ fixed.**

**Answer.** Since $dE=qF\,dx$, any dispersion gives

$$B=\frac{2}{qF}\int_0^{E_g}\kappa(E)\,dE .$$

For the single parabola,

$$B_1=\frac{2\sqrt{2m}}{\hbar qF}\int_0^{E_g}\sqrt E\,dE
=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar qF}
=\frac43\times3.320\times27=119.5 .$$

For the joined parabolas, the two halves contribute equally:

$$2\int_0^{E_g/2}\sqrt E\,dE
=\frac43\left(\frac{E_g}{2}\right)^{3/2}
=\frac{1}{\sqrt2}\times\frac23E_g^{3/2}.$$

The exponent is therefore $B_2=B_1/\sqrt2=84.5$. The two-band result satisfies

$$\frac{B}{B_1}=\frac{\pi/4}{4/3}=\frac{3\pi}{16}=0.589 .$$

The ordering follows from the decay constants. The two-band $\kappa^2$ is the single-parabola value multiplied by $(E_g-E)/E_g$, a factor below one inside the gap. The single parabola ignores the band being approached, and its $\kappa$ is largest at the conduction edge, where the wave should cease to decay. The joined parabolas vanish at both edges but overestimate $\kappa$ near midgap, where their $\kappa^2$ is twice the two-band value.

The choice of dispersion is not a small correction to the probability. Going from 70.4 to 119.5 lowers it by a factor $e^{49}$, about 21 powers of ten.

## Part (e)

**Electrons may instead enter the conduction band from a contact, starting an energy $\phi$ below the conduction edge at the interface. Find their exponent with the same dispersion, examine its limits, and evaluate it for $\phi=3$ eV. What does a trap at midgap do to the interband path?**

**Answer.** Let $u$ be the energy below the local conduction edge divided by $E_g$. The electron starts at $u=\phi/E_g$ and emerges at $u=0$. By the symmetry of the dispersion, $\kappa=(\sqrt{2mE_g}/\hbar)\sqrt{u(1-u)}$, so

$$B_c=\frac{2\sqrt{2m}\,E_g^{3/2}}{\hbar qF}\int_0^{\phi/E_g}\sqrt{u(1-u)}\,du .$$

Set $u=\sin^2t$, with $du=2\sin t\cos t\,dt$, and define $\theta$ by $\sin^2\theta=\phi/E_g$. The integral becomes

$$\int_0^\theta2\sin^2t\cos^2t\,dt
=\frac12\int_0^\theta\sin^22t\,dt
=\frac{\theta}{4}-\frac{\sin4\theta}{16}.$$

When $\phi\ll E_g$, $\theta\simeq\sqrt{\phi/E_g}$ and the integral tends to $2\theta^3/3$. Then

$$B_c\to\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF},$$

the Fowler–Nordheim exponent of a triangular barrier with a parabolic band. In the opposite limit $\phi=E_g$, $\theta=\pi/2$, the integral is $\pi/8$, and the full interband exponent returns.

For $\phi=3$ eV, $\theta=\arcsin\sqrt{1/3}=0.6155$, and

$$B_c=2\times3.320\times27\times
\left(\frac{0.6155}{4}-\frac{\sin2.462}{16}\right)=20.5 .$$

The contact electron crosses 3 nm instead of 9 nm. This shorter path accounts for most of the difference, since the mean $\kappa$ along it is only about one eighth lower than on the interband path. Its exponential factor is larger than the interband one by $e^{49.9}\approx5\times10^{21}$. Supply of electrons and other prefactors would have to differ by a comparable factor to reverse the order.

A midgap trap placed at $x=0$ divides the interband path into two equal halves, each with exponent $B/2=35.2$. If the electron stops in the trap, the two transitions are successive events, each with a rate containing $e^{-35.2}$. The slower one limits the current, so the steady rate carries $e^{-35.2}$ and not the product $e^{-70.4}$. Its prefactor depends on the trap and is not determined here.

## Part (f)

**The data resemble rough effective values for silicon dioxide in a charge-trap memory cell. Discuss how far the exponent of part (b) can be applied to such a device.**

**Answer.** A gap near 9 eV and an electron mass near $0.4\,m_0$ are reasonable rough values for this oxide, and 10 MV/cm is a high field, close to breakdown. The symmetric valence mass is the doubtful value. The oxide's topmost valence bands are much heavier than its conduction band, while hole masses quoted for tunnelling are often comparable to the electron mass, so the mass relevant to this path is uncertain. To estimate the effect, let $\kappa_c$ and $\kappa_v$ be the parabolic decay constants measured from the two edges, with masses $m_c$ and $m_v$, and interpolate by

$$\frac1{\kappa^2}=\frac1{\kappa_c^2}+\frac1{\kappa_v^2}.$$

For equal masses the right side is $(\hbar^2/2m)\,E_g/[E(E_g-E)]$, which recovers part (a). With $m_c=0.42\,m_0$ and a trial value $m_v=5\,m_0$, numerical quadrature gives an exponent of about 105. The increase of about 34 depends on the interpolation and the trial mass. Adding a common $k^2$ term to both diagonal elements of $H$ gives the formula of part (b) with $m_r=m_cm_v/(m_c+m_v)$, and an exponent of 96. The form $\kappa^2=(2m_cE_g/\hbar^2)\,u(1-u)/(1-\alpha u)^2$, with $u$ as in part (e) and $\alpha=1-\sqrt{m_c/m_v}$, gives 119. A trial value $m_v=0.58\,m_0$ gives about 76 in all three forms. The spread shows that 70 belongs to the symmetric dispersion and is not a prediction for the oxide.

Other changes can be sized with the symmetric formula:

- **Thickness.** The path needs 9 nm of insulator and a voltage drop of 9 V. In a thinner film at the same field, no path from valence to conduction band fits inside the film.
- **Field.** Because $B\propto1/F$, raising the field to 15 MV/cm, a rough upper value for breakdown of thin oxide, lowers the exponent to 46.9. This is still far above the contact exponent at 10 MV/cm.
- **Temperature.** At fixed mass $B\propto E_g^{3/2}$. A trial gap narrowing of 0.1 eV on heating lowers $B$ by 1.2, which raises the probability about threefold. At fixed $v$ the mass $m=\Delta/v^2$ falls with the gap, $B\propto E_g^2$, and the drop is 1.6, nearly fivefold. The equilibrium density of thermally excited carriers in the pure insulator has the exponent $E_g/2k_BT=146$ at 358 K, with $k_B$ the Boltzmann constant. The rate of direct thermal creation of electron–hole pairs has twice that exponent. The prefactors are of a different kind, but for the ideal insulator at this field the exponents give no sign of an important thermal contribution. This does not carry over to low fields. Below about 3 MV/cm, $2\kappa/qF$ at the 3 eV contact exceeds $1/k_BT$ at 358 K, and thermal excitation before tunnelling lowers the exponent, from 103 to 86 at 2 MV/cm.

An important omission for leakage is the presence of contacts and traps, whose exponents in part (e) are far smaller. Those values also assume equal masses: a heavier valence mass raises the exponent of the step from the valence band to a midgap trap, and that step then limits the steady rate. In the first interpolation with $m_v=5\,m_0$ the two steps have exponents 63 and 41, and they become equal, at 52, for a trap 3.7 eV above the valence edge. Image-force lowering of the contact barrier is left out; it would reduce the contact exponent by 1 to 2. Phonons and the disorder of an amorphous oxide are also absent, and their effect has not been estimated. Within these limits, the calculation supports a restricted conclusion: direct band-to-band tunnelling through the ideal insulator is negligible beside tunnelling injection through a 3 eV contact barrier at the same field, unless the prefactors differ by some twenty powers of ten. That figure belongs to the symmetric dispersion. In the interpolation above, a heavier valence mass makes the difference larger, because it raises the interband exponent much more than the contact exponent.
